# Williams-Lax static average and phonon-assisted absorption in a model crystal

## What symmetry and dimensions fix

In a perfect crystal light leaves the crystal momentum of an electron practically unchanged. With independent electrons and nuclei at rest, an indirect semiconductor therefore absorbs nothing below its smallest direct gap. Let displacements $u_j$ of the cells $j=1,\dots,N$ break the translation symmetry. The absorption cannot be negative and vanishes at $u=0$, so it has no term linear in $u$, and its leading term is in general quadratic. Averaged over a translation-invariant ensemble, the products $u_qu_{q'}^*$ of Fourier components with $q\ne q'$ vanish. What remains is

$$A(\omega)\simeq\sum_q\langle|u_q|^2\rangle\,C_q(\omega).$$

Dimensions say more. If $A$ is a squared dipole per energy and $g$ is an orbital energy shift per displacement, then $A\sim d^2(gu/E)^2/W$, where $E$ is an electronic energy difference and $W$ a band width. No phonon energy is needed in $C_q$. The questions are whether a thermal average over *static* displacements has this form, and how it is related to absorption with emission or absorption of a phonon.

Hartree atomic units are used, except that wave numbers are given in units of the inverse lattice constant; $T$ denotes $k_BT$.

## The model

Each cell of a ring has a valence orbital $v$ and a conduction orbital $c$, of opposite parity under a reflection that leaves the chain in place. They do not mix by hopping. Light polarized across the chain couples them within a cell, $D=d\sum_j(|c_j\rangle\langle v_j|+\text{h.c.})$, with $d$ independent of $u$. The bands are

$$\varepsilon_v(k)=-w_v(1-\cos k),\qquad \varepsilon_c(k)=E_g+w_c(1+\cos k).$$

The valence top is at $k=0$ and the conduction minimum at $k=\pi$. The direct energy is $E(k)=\varepsilon_c(k)-\varepsilon_v(k)$, with $E(0)=E_g+2w_c$ and $E(\pi)=E_g+2w_v$.

A displacement shifts the two orbital energies of its cell by $g_cu_j$ and $g_vu_j$. Electrons do not interact; initially $v$ is full and $c$ empty. The spectrum per cell and spin is normalized so that a field $\mathcal E\cos\omega t$ causes $\tfrac{\pi}{2}\mathcal E^2A(\omega)$ transitions per unit time.

## Simplest case: two cells, one frozen displacement

For $N=2$ the momenta are $0$ and $\pi$. Take $u_1=-u_2=Q/\sqrt2$. With $|0\rangle=(1,1)/\sqrt2$ and $|\pi\rangle=(1,-1)/\sqrt2$, the displacement has the matrix element $\tfrac12(u_1-u_2)=Q/\sqrt2$ between them. First-order perturbation theory gives the band-edge states

$$|\tilde c\rangle=|c,\pi\rangle-\frac{g_cQ}{\sqrt2\,2w_c}|c,0\rangle,\qquad |\tilde v\rangle=|v,0\rangle+\frac{g_vQ}{\sqrt2\,2w_v}|v,\pi\rangle .$$

The signs differ because the admixed conduction state lies above its partner and the admixed valence state below. Since $D$ connects equal momenta,

$$\langle\tilde c|D|\tilde v\rangle=\frac{dQ}{\sqrt2}R_0,\qquad R_0=\frac{g_v}{2w_v}-\frac{g_c}{2w_c}.$$

The forbidden transition at $E_g$ acquires the weight $\tfrac12|\langle\tilde c|D|\tilde v\rangle|^2=d^2Q^2R_0^2/4$ per cell.

A limit checks the relative sign. If $g_c=g_v$ and $w_c=w_v$, the two bands are parallel and a displacement changes both Hamiltonians equally. Their orbitals then stay identical, and different orbitals are orthogonal. The forbidden line must vanish, and indeed $R_0=0$.

## Moving nuclei: the spectrum before approximation

The full valence band exerts a constant force on each $u_j$. Measuring $u_j$ from the shifted equilibrium removes it, and the accompanying constant orbital shifts are absorbed in the bands. The initial nuclear Hamiltonian $H_{\rm ph}$ is therefore harmonic, with states $|n\rangle$, energies $E_n$ and thermal probabilities $p_n$.

Light creates a conduction electron and a valence hole in the same cell, $|D\rangle=d\sum_j|j,j\rangle$. The Hamiltonian of this pair is

$$h(u)=H_c(u)\otimes1-1\otimes H_v(u)^T .$$

The minus sign arises because making a hole removes the energy of an electron, the transpose because moving a hole from $i$ to $j$ moves an electron from $j$ to $i$. The golden rule reads

$$A(\omega)=\frac1N\sum_np_n\langle D,n|\,\delta(\omega-h-H_{\rm ph}+E_n)\,|D,n\rangle. \tag{1}$$

Write the delta function as $\frac1{2\pi}\int dt\,e^{i(\cdots)t}$. Since $e^{iE_nt}\langle n|=\langle n|e^{iH_{\rm ph}t}$, the operator to be averaged is $K(t)=e^{iH_{\rm ph}t}e^{-i(H_{\rm ph}+h)t}$. Differentiation gives

$$\dot K=-i\,e^{iH_{\rm ph}t}\,h\,e^{-i(H_{\rm ph}+h)t}=-i\,h(\hat u(t))\,K(t),\qquad \hat u(t)=e^{iH_{\rm ph}t}\hat ue^{-iH_{\rm ph}t}.$$

Thus $K$ is the time-ordered exponential of $-i\int_0^th(\hat u(s))\,ds$: the pair sees orbital energies that move with the nuclei.

## The static step

A spectrum resolved to a width $\Gamma$ involves times up to about $1/\Gamma$. If $\Gamma$ is much larger than the phonon energies, the nuclei hardly move in that time. Replacing $\hat u(s)$ by $\hat u(0)=u$ gives $K\to e^{-ih(u)t}$, a function of position alone. Its thermal average needs only the position density $\rho(u)$, and the time integral restores a delta function:

$$A_{\rm WL}(\omega)=\frac1N\int du\,\rho(u)\,\langle D|\delta(\omega-h(u))|D\rangle .$$

The eigenstates of $h(u)$ are products of a conduction orbital of $H_c(u)$ and a hole in a valence orbital of $H_v(u)$. Hence

$$A_{\rm WL}(\omega)=\frac1N\int du\,\rho(u)\sum_{cv}|\langle c;u|D|v;u\rangle|^2\,\delta(\varepsilon_c(u)-\varepsilon_v(u)-\omega). \tag{2}$$

This is the Williams-Lax average for the model: solve the electrons at fixed displacements, compute a vertical spectrum, and average.

### The weight

For one real normal mode, $Q=\ell(b+b^\dagger)$ with $\ell^2=1/(2M\Omega)$. Let $X=e^{i\kappa Q}$, $f(\kappa)=\langle X\rangle$ and $\beta=1/T$. The thermal operator $\varrho\propto e^{-\beta H_{\rm ph}}$ satisfies $\varrho b=e^{\beta\Omega}b\varrho$, so cyclicity of the trace gives $\langle bX\rangle=e^{\beta\Omega}\langle Xb\rangle$. The commutator gives $\langle bX\rangle-\langle Xb\rangle=i\kappa\ell f$. Together,

$$\langle bX\rangle=\frac{i\kappa\ell f}{1-e^{-\beta\Omega}}=(n+1)\,i\kappa\ell f,\qquad n=\frac1{e^{\beta\Omega}-1}.$$

For $b^\dagger$ the factor is inverted and the commutator changes sign, so $\langle b^\dagger X\rangle(1-e^{\beta\Omega})=-i\kappa\ell f$, or $\langle b^\dagger X\rangle=n\,i\kappa\ell f$. Therefore

$$f'(\kappa)=i\langle QX\rangle=-\kappa\ell^2(2n+1)f,\qquad f=e^{-\kappa^2\sigma^2/2},\qquad \sigma^2=\frac{2n+1}{2M\Omega}. \tag{3}$$

This is the Fourier transform of a Gaussian of variance $\sigma^2$. At $T\to0$ the variance is the zero-point value $1/(2M\Omega)$; at $T\gg\Omega$ it is the classical $T/(M\Omega^2)$. "Static" thus does not mean classical: the zero-point spread is retained. A direct sum over oscillator states confirms the Gaussian.

With $u_j=N^{-1/2}\sum_qu_qe^{iqj}$, the modes give $\langle u_qu_{q'}^*\rangle=\delta_{qq'}\sigma_q^2$.

### How much motion is lost

Compare the moments $M_r=\int\omega^rA\,d\omega$. From (1) they are averages of $(h+H_{\rm ph}-E_n)^r$ in $|D,n\rangle$. As $|D\rangle$ does not depend on $u$, one application gives $(h+H_{\rm ph}-E_n)|D,n\rangle=h|D,n\rangle$. So $M_0$, $M_1$ and $M_2$ contain $\langle D|D\rangle$, $\langle D|h|D\rangle$ and $\langle D|h^2|D\rangle$, functions of position only, and agree with the static result.

The third moment contains an extra $\langle D,n|h(H_{\rm ph}-E_n)h|D,n\rangle$. For each component $\phi(u)$ of $h|D\rangle$, real in the site basis,

$$\langle n|\phi(H_{\rm ph}-E_n)\phi|n\rangle=\tfrac12\langle n|[\phi,[H_{\rm ph},\phi]]|n\rangle=\frac1{2M}\sum_j\langle n|(\partial_j\phi)^2|n\rangle .$$

The first equality follows by expanding the double commutator, the second from the kinetic energy. Since $\partial_jh|D\rangle=(g_c-g_v)d|j,j\rangle$, summing over $j$ and dividing by $N$ gives

$$M_3-M_3^{\rm WL}=\frac{d^2(g_c-g_v)^2}{2M}. \tag{4}$$

The difference vanishes for infinitely heavy nuclei, as it should. Equality of the low moments does not imply equal spectra near a threshold, where little of the total weight lies.

## Below the direct gap: static second order

Let $h=h_0+V$, with $V$ linear in $u$, and $G_0=(\omega+i0-h_0)^{-1}$. The spectrum for one configuration is $-\frac1{\pi N}{\rm Im}\langle D|(\omega+i0-h)^{-1}|D\rangle$, and

$$(\omega+i0-h)^{-1}=G_0+G_0VG_0+G_0VG_0VG_0+\dots$$

For sharp levels this expansion is understood after integration with a smooth spectral window.

Let $|k',k)$ denote an electron at $k'$ in the conduction band and a hole at $k$ in the valence band. Then $|D\rangle=d\sum_k|k,k)$ and

$$G_0|D\rangle=d\sum_k\frac{|k,k)}{\omega-E(k)} .$$

Below the direct gap these coefficients are finite and real. The first two terms of the expansion are then real and do not absorb. In the third, only the middle $G_0$ can have an imaginary part, $-\pi\delta(\omega-h_0)$, so

$$A^{(2)}=\frac1N\langle D|G_0V\,\delta(\omega-h_0)\,VG_0|D\rangle. \tag{5}$$

The degenerate states $k$ and $-k$ cause no trouble: every denominator is a distance to a direct transition.

The final pair $|k+q,k)$ is reached in two ways. A direct pair forms at $k$ and its electron scatters to $k+q$, with matrix element $g_cu_q/\sqrt N$. Or a direct pair forms at $k+q$ and its hole scatters to $k$, with matrix element $-g_vu_q/\sqrt N$. The amplitude is

$$\frac{du_q}{\sqrt N}\left[\frac{g_c}{\omega-E(k)}-\frac{g_v}{\omega-E(k+q)}\right]=\frac{du_q}{\sqrt N}R_{kq}(\omega),$$

$$R_{kq}(\omega)=\frac{g_v}{E(k+q)-\omega}-\frac{g_c}{E(k)-\omega}. \tag{6}$$

Squaring, averaging with (3), and writing $\Delta_{kq}=\varepsilon_c(k+q)-\varepsilon_v(k)$,

$$A^{(2)}_{\rm WL}(\omega)=\frac{d^2}{N^2}\sum_{kq}\frac{2n_q+1}{2M\Omega_q}R_{kq}^2(\omega)\,\delta(\Delta_{kq}-\omega). \tag{7}$$

For two cells and $\omega=E_g$, $R$ becomes $R_0$ and the weight $d^2\sigma_\pi^2R_0^2/4$, the average of the frozen result.

## The same order with quantum phonons

Now expand (1) without the static step. The unperturbed operator is $h_0+H_{\rm ph}-E_n$. On $|D,n\rangle$ its phonon part is zero, so $G_0|D,n\rangle$ has the same coefficients $1/(\omega-E(k))$ as before. The argument leading to (5) is repeated, but the middle delta function acts after $V$ has changed the phonon number. With $u_q=\ell_q(b_q+b^\dagger_{-q})$, phonon absorption has the squared factor $\ell_q^2n_q$ and emission $\ell_q^2(n_q+1)$, because $\Omega_{-q}=\Omega_q$. The result is

$$A^{(2)}_{\rm ph}(\omega)=\frac{d^2}{N^2}\sum_{kq}\frac{R_{kq}^2(\omega)}{2M\Omega_q}\Big[(n_q+1)\,\delta(\Delta_{kq}+\Omega_q-\omega)+n_q\,\delta(\Delta_{kq}-\Omega_q-\omega)\Big]. \tag{8}$$

Delete $\pm\Omega_q$ from the delta functions. The two weights add to $2n_q+1$, and (8) becomes (7). This is the stated recovery; it holds at second order in the coupling and below the direct gap.

The denominators need no further approximation when written with the photon energy. In one-electron language, a valence electron may first absorb a phonon, with denominator $\varepsilon_v(k)+\Omega_q-\varepsilon_v(k+q)$. Energy conservation, $\omega+\Omega_q=\varepsilon_c(k+q)-\varepsilon_v(k)$, turns this into $E(k+q)-\omega$. If the denominator is kept in the form containing $\varepsilon_v(k)+\Omega_q$, then $\Omega_q$ must be deleted there as well.

Formula (8) was tested on two cells by diagonalizing electrons and quantized phonons together, with the coupling reduced to 0.01 of its value below. Divided by the square of that factor, the line with phonon absorption has the weight $2.979\times10^{-5}$ bohr² from both diagonalization and formula. The emission line has $3.591\times10^{-4}$ bohr² from both.

## What deleting the phonon energy costs

Integrate both spectra with a smooth window $f(\omega)$ and set $F=fR_{kq}^2$. For each $k,q$ the difference, phonon-assisted minus static, is

$$\ell_q^2\big[(n_q+1)F(\Delta+\Omega_q)+n_qF(\Delta-\Omega_q)-(2n_q+1)F(\Delta)\big]$$
$$=\sigma_q^2\Big[\frac{\Omega_q}{2n_q+1}F'(\Delta)+\frac{\Omega_q^2}{2}F''(\Delta)+\dots\Big].$$

The first term moves the transition up by $\Omega_q/(2n_q+1)=\Omega_q\tanh(\Omega_q/2T)$, the excess of emission over absorption. At $T\to0$ this is the full phonon energy. At high temperature it tends to $\Omega_q^2/2T$, but the splitting into $\pm\Omega_q$ remains and appears in the second term.

Now make the nuclei heavy at fixed temperature and force constants. The prefactor of $F'$ is $\ell_q^2\Omega_q=1/(2M)$, and that of $F''$ tends to $T/(2M)$, while $\sigma_q^2$ tends to a constant. The relative difference must fall as $1/M$. For the parameters below and a window from 0.04 to 0.09 Ha, it is $-2.1\%$ of the static value at the original mass, $-0.181\%$ at 16 times and $-0.046\%$ at 64 times that mass. The last two differ by a factor 3.92, close to 4.

## A worked crystal at 300 K

Take $E_g=0.04$ Ha (1.09 eV), $w_c=0.03$ Ha, $w_v=0.04$ Ha, $g_c=0.02$ and $g_v=-0.015$ Ha/bohr, $d=1$ bohr and $M=50000$ electron masses. The direct gap is 0.10 Ha. The phonons obey $\Omega_q^2=\Omega_0^2+\Omega_1^2\sin^2(q/2)$ with $\Omega_0=0.002$ and $\Omega_1=0.001$ Ha.

The phonon joining the band edges has $\Omega_\pi=0.002236$ Ha (61 meV). With $T=9.50\times10^{-4}$ Ha, $n_\pi=0.105$ and

$$\sigma_\pi^2=\frac{1.210}{2\times50000\times0.002236}=5.41\times10^{-3}\ \text{bohr}^2,$$

a root-mean-square amplitude of 0.074 bohr. Most of it is zero-point motion, since $2n_\pi+1$ exceeds 1 by only 0.21.

**Edge height.** Near threshold, with $x=k+q-\pi$ and $y=k$, $\Delta-E_g\simeq\tfrac12w_cx^2+\tfrac12w_vy^2$. The region $\Delta-E_g<\epsilon$ is an ellipse of area $2\pi\epsilon/\sqrt{w_cw_v}$. Dividing by $(2\pi)^2$ and differentiating gives a constant density of pairs, $1/(2\pi\sqrt{w_cw_v})$. This constancy belongs to one dimension: in a three-dimensional crystal the region is a six-dimensional ellipsoid of volume $\propto\epsilon^3$, and the onset is quadratic, $\propto\epsilon^2$. For the chain, the second-order static spectrum therefore starts with a step,

$$A_{\rm edge}=\frac{d^2\sigma_\pi^2R_0^2}{2\pi\sqrt{w_cw_v}},\qquad R_0=-\frac{0.015}{0.08}-\frac{0.02}{0.06}=-0.521\ \text{bohr}^{-1}.$$

Numerically, $5.41\times10^{-3}\times0.2713/0.2177=6.74\times10^{-3}$ bohr²/Ha. A momentum sum averaged over the first 0.0004 Ha gives $6.79\times10^{-3}$, within 1% of the formula for the edge itself. At 600 K, $2n_\pi+1=1.891$ and the static edge is higher by a factor $1.891/1.210=1.56$.

**Phonon thresholds.** In (8) the single step splits into one at $E_g-\Omega_\pi=0.0378$ Ha and one at $E_g+\Omega_\pi=0.0422$ Ha. If the small changes of $R$ and $\Omega_q$ across the edge are neglected, their shares are $n_\pi/(2n_\pi+1)=0.087$ and $(n_\pi+1)/(2n_\pi+1)=0.913$. Averages over 0.001 Ha, in $10^{-3}$ bohr²/Ha, are:

| photon energy (Ha) | static | phonon-assisted |
|---|---|---|
| 0.039 | 0 | 0.575 |
| 0.041 | 7.02 | 0.624 |
| 0.045 | 8.24 | 8.13 |
| 0.050 | 10.2 | 10.1 |
| 0.060 | 16.6 | 16.4 |

At 0.039 Ha static second order misses the absorption assisted by existing phonons. At 0.041 Ha it already includes the emission channel, which is still closed, and the true second-order value is 0.089 of the static one, near the share 0.087. At the three higher energies of the table, the two agree within 2%. This close agreement is a property of the chain. With the three-dimensional onset $\propto\epsilon^2$, $\epsilon=\omega-E_g$, and constant $R$ and $\Omega$, the ratio of phonon-assisted to static absorption above the emission threshold is $[(n+1)(\epsilon-\Omega)^2+n(\epsilon+\Omega)^2]/[(2n+1)\epsilon^2]$. For $\Omega_\pi$ and $n_\pi$ this is 0.46 at $\epsilon=0.005$ Ha and 0.83 at $\epsilon=0.020$ Ha.

This agreement is better than a rigid shift of the curve would suggest. The static curve rises ever more steeply toward the direct gap. Moved up in energy by $\Omega_\pi\tanh(\Omega_\pi/2T)=0.00185$ Ha, it would be lower at 0.060 Ha by $1.5\times10^{-3}$ bohr²/Ha, or 9%; the two columns of the table differ there by less than 2%. The reason is visible in (8): the phonon energy moves $\Delta$ in the delta function, while $R$ stays at the actual photon energy, and the growth of $R^2$ toward the direct gap is not displaced. What is displaced is mainly the density of pairs, which in one dimension is nearly flat. The growth of $R^2$ is most of the rise. An estimate with the band-edge momenta $k=0$, $q=\pi$ at $\omega=0.060$ Ha gives $R=-0.015/0.06-0.02/0.04=-0.75$ bohr$^{-1}$, so $R^2$ is 2.07 times its value at the edge, while the static curve is $16.6/6.74=2.46$ times its edge value.

**Moments.** For two cells at full coupling, (4) gives $0.035^2/(2\times50000)=1.225\times10^{-8}$ bohr² Ha³, and diagonalization gives the same. This is about $10^{-5}$ of $M_3$. So small an error in a global moment coexists with the large threshold error in the table.

**Beyond second order.** Formula (2) also contains higher orders in static $u$. For 16 cells and the smooth window above, finite displacements of each mode reproduce (7). Gaussian sampling at full coupling gives $1.003\pm0.004$ times the second-order value, so higher orders hardly change this broad integral. Near the indirect edge they do matter. The conduction orbital energies fluctuate from cell to cell by about $g_c\sigma_\pi\approx0.0015$ Ha, which is comparable to a phonon energy. In a long chain some band-edge states are thereby pulled into the gap, and the full average (2) has a tail below $E_g$ instead of a sharp step. The static column of the table is second order only and does not contain this tail.

## Where the equivalence ends

Near the direct gap the denominators in (6) become small and second order fails. The static average (2) can still be evaluated there, but equality with (8) is no longer a valid argument for it. With resolution finer than a phonon energy, the argument given for the static step no longer applies. In the table, the resulting second-order error is large between the phonon thresholds and below 2% at the three highest energies; it grows again toward the direct gap. The 2% holds for the one-dimensional chain with its nearly flat density of pairs; with the quadratic onset of a three-dimensional crystal the static error remains large many phonon energies above the edge. Electron-hole attraction and a dipole that changes with displacement are outside the model; the latter would add a direct term to the amplitude (6) and invalidate the moment argument, which used a constant $|D\rangle$.

## Numbers as computed

```
indirect gap E_g = 0.0400 Ha = 1.088 eV
direct gap = 0.1000 Ha
w_c = 0.03 Ha, w_v = 0.04 Ha
g_c = 0.02 Ha/bohr, g_v = -0.015 Ha/bohr
dipole d = 1.0 bohr (e = 1), mass M = 50000 m_e
Omega at q=0: 0.002000 Ha; Omega_1 = 0.001000 Ha
Omega at q=pi: 0.002236 Ha = 60.8 meV
T (300 K) = 9.500435e-04 Ha
n at q=pi, 300 K: 0.10500; 2n+1 = 1.21000
2n+1 at q=pi, 600 K: 1.89124
variance sigma_pi^2 = 5.411276e-03 bohr^2
rms displacement sigma_pi = 0.07356 bohr
shift Om*tanh(Om/2T), q=pi: 0.001848 Ha
Gaussian test, max rel. error: 3.3e-16
Two cells, line weight / (coupling scale)^2, bohr^2:
 phonon absorbed: exact 2.97882e-05, formula 2.97911e-05
 phonon emitted: exact 3.59053e-04, formula 3.59088e-04
 coupling scale used: 0.01
Two cells, moments at full coupling, exact and static:
 M0: 1.0000000000e+00, 1.0000000000e+00 bohr^2
 M1: 1.1000000000e-01, 1.1000000000e-01 bohr^2 Ha
 M2: 1.2207226601e-02, 1.2207226601e-02 bohr^2 Ha^2
 M3: 1.3663970285e-03, 1.3663847785e-03 bohr^2 Ha^3
 M3 difference 1.22500e-08, formula 1.22500e-08 bohr^2 Ha^3
16 cells, smooth window 0.04-0.09 Ha, static average:
 second-order formula 9.372387e-04 bohr^2
 finite displacements 9.372387e-04 bohr^2
 sampled/second order, scale 0.2: 0.9983 +- 0.0041
 sampled/second order, scale 1.0: 1.0031 +- 0.0042
Phonon-assisted/static - 1, same window, dense k:
 mass x 1: -2.11086e-02
 mass x 16: -1.81374e-03
 mass x 64: -4.62690e-04
 ratio of x16 to x64: 3.920
edge amplitude R = -0.52083 1/bohr
edge height: formula 6.74414e-03, grid 6.79114e-03 bohr^2/Ha
step shares: 0.0868 and 0.9132
Spectrum, mean over 0.001 Ha (photon Ha; static, assisted bohr^2/Ha):
 0.039: 0.0000e+00, 5.7462e-04
 0.041: 7.0174e-03, 6.2359e-04
 0.045: 8.2392e-03, 8.1332e-03
 0.050: 1.0225e-02, 1.0083e-02
 0.060: 1.6628e-02, 1.6427e-02
assisted/static at 0.041 Ha: 0.0889
assisted/static at 0.060 Ha: 0.9879
```
